# Why coherent germanium on silicon is strained by 4.01%, not 4.18%: a program that tests the result

```python
# Result under test: a coherent film (relaxed lattice constant a_f) on a thick
# substrate (a_s) has engineering strain e = a_s/a_f - 1 = -f/(1+f), where
# f = (a_f-a_s)/a_s is the mismatch referred to the substrate.
# C11, C12, C44: elastic constants; C111, C112, C123: third-order constants;
# M: biaxial modulus for a (001) film with a free top surface.
# Lengths in nm, elastic constants and stresses in GPa; compression is negative.
import numpy as np
from scipy import constants
from scipy.optimize import minimize, minimize_scalar

a_si = constants.value('lattice parameter of silicon') * 1e9
a_ge = 0.5658                              # rough typical value
C11, C12, C44 = 130.0, 48.0, 67.0          # germanium, rough typical values
C111, C112, C123 = -710.0, -390.0, -20.0   # germanium, rough typical values

f = (a_ge - a_si) / a_si
e = (a_si - a_ge) / a_ge


def relaxed_row(film, substrate, grip, count=61):
    """Relax a spring row on a periodic substrate; return centre, mean strain."""
    natural = film / substrate

    def energy_and_gradient(x):
        stretch = np.diff(x) - natural
        energy = 0.5 * np.sum(stretch**2)
        energy += grip / (4*np.pi**2) * np.sum(1 - np.cos(2*np.pi*x))
        gradient = grip / (2*np.pi) * np.sin(2*np.pi*x)
        gradient[1:] += stretch
        gradient[:-1] -= stretch
        return energy, gradient

    start = np.arange(count) - (count - 1) / 2
    found = minimize(energy_and_gradient, start, jac=True, method='BFGS',
                     options={'gtol': 1e-9, 'maxiter': 5000})
    assert np.max(np.abs(energy_and_gradient(found.x)[1])) < 1e-6
    strains = np.diff(found.x) / natural - 1
    return strains[len(strains)//2], np.mean(strains)


# Coherence: strong grip locks the row, weak grip lets it relax.
row_ge_on_si = relaxed_row(a_ge, a_si, 0.3)[0]
row_weak = relaxed_row(a_ge, a_si, 1e-4)[1]
row_si_on_ge = relaxed_row(a_si, a_ge, 0.3)[0]
assert abs(row_ge_on_si + f/(1 + f)) < 5e-6
assert abs(row_ge_on_si + f) > 1e-3
assert abs(row_weak) < 2e-3
assert abs(row_si_on_ge - f) < 5e-6
assert abs(1/abs(row_ge_on_si) - 1/f - 1) < 0.01

# Registry: count cells until the wrongly strained row lags by one cell.
wrong_spacing = a_ge * (1 - f)
slip_cells = 0
lag = 0.0
while lag < a_si:
    slip_cells += 1
    lag += a_si - wrong_spacing
assert abs(slip_cells - 1/f**2) <= 1.001

# Logarithmic strain from many small compressions, each per current length.
lengths = np.linspace(a_ge, a_si, 20001)
log_strain = np.sum(np.diff(lengths) / (0.5*(lengths[1:] + lengths[:-1])))
assert abs(log_strain - np.log(1 + e)) < 1e-10
green_strain = 0.5 * ((a_si/a_ge)**2 - 1)
assert abs(green_strain - (e + e**2/2)) < 1e-12

# Linear elasticity from the full fourth-rank tensor with a free top surface.
d = np.eye(3)
tensor = (C12 * np.einsum('ij,kl->ijkl', d, d)
          + C44 * (np.einsum('ik,jl->ijkl', d, d)
                   + np.einsum('il,jk->ijkl', d, d)))
for axis in range(3):
    tensor[axis, axis, axis, axis] += C11 - C12 - 2*C44


def strain_matrix(free):
    e33, e13, e23 = free
    return np.array([[e, 0, e13], [0, e, e23], [e13, e23, e33]])


def tensor_energy(free):
    s = strain_matrix(free)
    return 0.5 * np.einsum('ij,ijkl,kl', s, tensor, s)


free = minimize(tensor_energy, [0.01, 0.01, -0.01], method='BFGS').x
stress_matrix = np.einsum('ijkl,kl->ij', tensor, strain_matrix(free))
M = C11 + C12 - 2*C12**2/C11
r = -2*C12/C11
assert abs(free[0] - r*e) < 2e-6
assert np.max(np.abs(free[1:])) < 2e-6
assert abs(stress_matrix[0, 0] - M*e) < 1e-3
assert abs(tensor_energy(free) - M*e**2) < 1e-6


def nonlinear_film(strain, cubic=1.0):
    """Energy per relaxed volume and Green strain normal to the film."""
    g = strain + strain**2/2

    def energy(g3):
        v = np.array([g, g, g3])
        total, squares, cubes = v.sum(), (v**2).sum(), (v**3).sum()
        second = 0.5*C11*squares + 0.5*C12*(total**2 - squares)
        third = (C111*cubes/6 + 0.5*C112*(squares*total - cubes)
                 + C123*np.prod(v))
        return second + cubic*third

    width = 3*abs(g)
    found = minimize_scalar(energy, bounds=(-width, width), method='bounded',
                            options={'xatol': 1e-7*width})
    return found.fun, found.x


W, green_perp = nonlinear_film(e)
W_control = nonlinear_film(e, cubic=0.0)[0]
a_perp_nonlinear = a_ge * np.sqrt(1 + 2*green_perp)
step = 1e-4
stress_nonlinear = (nonlinear_film(e + step)[0]
                    - nonlinear_film(e - step)[0]) / (4*step)

# Leading nonlinear correction: numerical slope against the derived formula.
h = 1e-3
slope_numeric = (nonlinear_film(h)[0] - nonlinear_film(-h)[0]) / (2*M*h**3)
K = C111*(2 + r**3)/6 + C112*(1 + r + r**2) + C123*r
slope = 1 + K/M
assert abs(slope_numeric - slope) < 0.01
assert W_control < M*e**2 < W
assert abs(stress_nonlinear) > abs(M*f) > abs(M*e)

# Example and neglected effects; these inputs are rough typical values.
layers = 3
a_perp = a_ge * (1 + r*e)
a_perp_wrong = a_ge * (1 - r*f)
thickness = layers * a_perp / 4
film_force = abs(M*e) * thickness          # GPa nm = N/m
surface_stress = 1.0                       # N/m
alpha_ge, alpha_si, heating = 6e-6, 3e-6, 500.0
e_hot = a_si*(1 + alpha_si*heating) / (a_ge*(1 + alpha_ge*heating)) - 1
si_fraction = 0.10
a_alloy = (1 - si_fraction)*a_ge + si_fraction*a_si
e_alloy = a_si/a_alloy - 1
M_si, wafer = 180.0, 0.5e6                 # GPa, nm
share = M*thickness / (M_si*wafer)
# Unknowns: uniform wafer strain and bending strain at the wafer surface.
balance = np.array([[1 + share, share], [share, 1/3 + share]])
wafer_strain = np.linalg.solve(balance, [-share*e, -share*e]).sum()
assert abs(wafer_strain / (-4*share*e) - 1) < 1e-4

atom_volume = (a_ge*1e-9)**3 / 8
to_mev = 1e9 * atom_volume / constants.e * 1e3


def show(label, value, unit, digits=3):
    print(f'{label}: {value:.{digits}f} {unit}')


show('Si lattice constant', a_si, 'nm', 5)
show('Ge lattice constant (rough input)', a_ge, 'nm', 4)
show('mismatch f referred to Si', 100*f, '%')
show('engineering strain e of Ge on Si', 100*e, '%')
show('difference f - |e|', 100*(f - abs(e)), 'percentage points')
show('spring row, strong grip, Ge on Si', 100*row_ge_on_si, '%')
show('spring row, weak grip, mean strain', 100*row_weak, '%')
show('spring row, strong grip, Si on Ge', 100*row_si_on_ge, '%')
show('1/f', 1/f, 'cells', 2)
show('1/|e|', 1/abs(e), 'cells', 2)
show('Ge spacing if strained by -f', wrong_spacing, 'nm', 5)
show('registry error f^2', 100*f**2, '%')
print(f'cells until one-cell slip: {slip_cells}')
show('length until one-cell slip', slip_cells*a_si, 'nm', 0)
show('logarithmic strain', 100*log_strain, '%')
show('Green strain', 100*green_strain, '%')
print(f'C11, C12, C44 of Ge (rough): {C11:.0f}, {C12:.0f}, {C44:.0f} GPa')
print(f'C111, C112, C123 (rough): {C111:.0f}, {C112:.0f}, {C123:.0f} GPa')
show('biaxial modulus M', M, 'GPa', 1)
show('ratio e_perp/e', r, '(no unit)', 4)
show('perpendicular strain', 100*r*e, '%')
show('perpendicular lattice constant, using e', a_perp, 'nm', 5)
show('perpendicular lattice constant, using -f', a_perp_wrong, 'nm', 5)
show('perpendicular lattice constant, nonlinear', a_perp_nonlinear, 'nm', 5)
show('in-plane stress, linear, using e', M*e, 'GPa', 2)
show('in-plane stress, linear, using -f', -M*f, 'GPa', 2)
show('in-plane nominal stress, nonlinear', stress_nonlinear, 'GPa', 2)
show('stress excess from using f', 100*f, '%', 2)
show('energy excess from using f', 100*((f/e)**2 - 1), '%', 2)
show('energy, linear, using e', M*e**2*to_mev, 'meV/atom', 2)
show('energy, linear, using -f', M*f**2*to_mev, 'meV/atom', 2)
show('energy, nonlinear', W*to_mev, 'meV/atom', 2)
show('energy, no third-order constants', W_control*to_mev, 'meV/atom', 2)
show('third-order coefficient K', K, 'GPa', 1)
show('energy slope s, formula', slope, '(no unit)')
show('energy slope s, numerical', slope_numeric, '(no unit)')
print(f'film thickness: {layers} monolayers = {thickness:.3f} nm')
show('film force per width', film_force, 'N/m', 2)
show('surface stress (rough input)', surface_stress, 'N/m', 1)
show('surface stress / film force', surface_stress/film_force, '(no unit)', 2)
print(f'expansion Ge, Si (rough): {alpha_ge:.1e}, {alpha_si:.1e} 1/K')
show('heating to growth temperature', heating, 'K', 0)
show('strain at growth temperature', 100*e_hot, '%')
show('Si fraction mixed into film', 100*si_fraction, '%', 0)
show('strain of intermixed film', 100*e_alloy, '%')
print(f'wafer: {wafer*1e-6:.1f} mm thick, biaxial modulus {M_si:.0f} GPa (rough)')
print(f'wafer surface strain from the film: {wafer_strain:.1e} (no unit)')
print('ALL CHECKS PASSED')
```

Output:

```
Si lattice constant: 0.54310 nm
Ge lattice constant (rough input): 0.5658 nm
mismatch f referred to Si: 4.179 %
engineering strain e of Ge on Si: -4.012 %
difference f - |e|: 0.168 percentage points
spring row, strong grip, Ge on Si: -4.012 %
spring row, weak grip, mean strain: -0.002 %
spring row, strong grip, Si on Ge: 4.179 %
1/f: 23.93 cells
1/|e|: 24.93 cells
Ge spacing if strained by -f: 0.54215 nm
registry error f^2: 0.175 %
cells until one-cell slip: 573
length until one-cell slip: 311 nm
logarithmic strain: -4.094 %
Green strain: -3.931 %
C11, C12, C44 of Ge (rough): 130, 48, 67 GPa
C111, C112, C123 (rough): -710, -390, -20 GPa
biaxial modulus M: 142.6 GPa
ratio e_perp/e: -0.7385 (no unit)
perpendicular strain: 2.962 %
perpendicular lattice constant, using e: 0.58256 nm
perpendicular lattice constant, using -f: 0.58326 nm
perpendicular lattice constant, nonlinear: 0.58216 nm
in-plane stress, linear, using e: -5.72 GPa
in-plane stress, linear, using -f: -5.96 GPa
in-plane nominal stress, nonlinear: -6.47 GPa
stress excess from using f: 4.18 %
energy excess from using f: 8.53 %
energy, linear, using e: 32.42 meV/atom
energy, linear, using -f: 35.19 meV/atom
energy, nonlinear: 35.33 meV/atom
energy, no third-order constants: 31.13 meV/atom
third-order coefficient K: -488.9 GPa
energy slope s, formula: -2.430 (no unit)
energy slope s, numerical: -2.430 (no unit)
film thickness: 3 monolayers = 0.437 nm
film force per width: 2.50 N/m
surface stress (rough input): 1.0 N/m
surface stress / film force: 0.40 (no unit)
expansion Ge, Si (rough): 6.0e-06, 3.0e-06 1/K
heating to growth temperature: 500 K
strain at growth temperature: -4.155 %
Si fraction mixed into film: 10 %
strain of intermixed film: -3.625 %
wafer: 0.5 mm thick, biaxial modulus 180 GPa (rough)
wafer surface strain from the film: 1.1e-07 (no unit)
ALL CHECKS PASSED
```
